# Does the yield stress cap hydrostatic tension in a confined metal line?

**Question**

I am estimating the stress in a metal line that was enclosed in a stiff dielectric at high temperature and then cooled. The metal contracts more than its surroundings, so it ends up in tension. My elastic estimate gives a mean stress of several hundred MPa, but the metal yields at about 100 MPa. I therefore want to cut the mean stress off at 100 MPa, since a yielding metal should flow until the stress has fallen to its yield stress. Is that right? If not, what sets the tension after yield?

**Answer**

The cut-off is not right. Yield limits the differences between the principal stresses, and the mean stress can keep rising while the metal flows.

**What the yield condition restricts**

Take tension as positive and split the stress into a mean part and a deviator:

$$\sigma_m=\tfrac13\,\mathrm{tr}\,\sigma,\qquad s=\sigma-\sigma_m I .$$

The von Mises condition for a metal with yield stress $Y$ is

$$q=\sqrt{\tfrac32\,s:s}\;\le\;Y .$$

Adding a hydrostatic stress $hI$ changes $\sigma_m$ by $h$ and leaves $s$ and $q$ unchanged, so the condition contains no bound on $\sigma_m$.

It does bound each principal deviator. Since $s_1+s_2+s_3=0$, we have $s_2^2+s_3^2\ge\tfrac12(s_2+s_3)^2=\tfrac12s_1^2$. Hence $q^2\ge\tfrac94s_1^2$, and the largest principal stress is at most $\sigma_m+2Y/3$.

Plastic flow follows the deviator, $d\varepsilon^p\propto s$, so plastic strain has zero trace. It changes shape but not volume. With bulk modulus $K$,

$$\sigma_m=K\,\mathrm{tr}\,\varepsilon^{\rm el}$$

holds before and after yield. To lower the mean tension, the elastic dilation of the metal must fall, and plastic flow can help only as far as the surroundings let the line shrink.

**Why the cut-off works for a free film**

In a blanket film with a free top surface, the stresses are $(\sigma,\sigma,0)$. Then $q=|\sigma|$, so $\sigma$ stops at $Y$ and the mean stress stops at $2Y/3$. The cap comes from the yield condition together with the zero normal stress. A buried line lacks that second condition.

**A line in elastic surroundings**

Consider a long, round, sound line of radius $a$, bonded to a large elastic medium. The metal is ideally plastic and strains are small. Let $G$ be the metal's shear modulus and $G_m$ that of the medium. The medium and substrate share one thermal expansion, and the line's axial strain follows the substrate. The linear mismatch on cooling is

$$e=(\alpha_{\rm metal}-\alpha_{\rm out})(T_{\rm hot}-T_{\rm cold})>0 .$$

These continuum equations have the same form in atomic units; I use MPa for the numbers.

Suppose the line pulls on its wall with radial tension $p$. Outside, the stresses

$$\sigma_r=\frac{pa^2}{r^2},\qquad \sigma_\theta=-\frac{pa^2}{r^2},\qquad \sigma_z=0$$

satisfy $d\sigma_r/dr+(\sigma_r-\sigma_\theta)/r=0$. Their trace is zero, so strain is stress divided by $2G_m$. The hoop strain at the wall is therefore $u/a=-p/(2G_m)$: the wall moves inward.

Measure strain relative to the free contraction of the surroundings. The line would like to contract by $e$ in every direction, but its actual strain is $0$ along the axis and $-p/(2G_m)$ in both transverse directions. Subtracting the thermal strain $-e$ leaves the elastic plus plastic strain:

$$\varepsilon_z=e,\qquad \varepsilon_r=\varepsilon_\theta=e-\frac{p}{2G_m}.$$

Plastic strain drops out of the sum, which gives the volume balance

$$\sigma_m=K\left(3e-\frac{p}{G_m}\right). \tag{1}$$

The stress in the line is uniform, with $\sigma_r=\sigma_\theta=p$ and $\sigma_z=p+q$. This satisfies equilibrium inside and matches the wall's traction and displacement. Hence

$$\sigma_m=p+\frac q3. \tag{2}$$

*Before yield*, the difference between axial and transverse strain is elastic, so $q=2G(\varepsilon_z-\varepsilon_r)=Gp/G_m$. Putting this into (2) and equating with (1) gives

$$p\left(1+\frac{G}{3G_m}+\frac{K}{G_m}\right)=3Ke,\qquad
p=\frac{3Ke}{1+(K+G/3)/G_m}.$$

Yield starts when $Gp/G_m=Y$, that is, at $p=YG_m/G$.

*After yield*, $q=Y$ and $p=\sigma_m-Y/3$. Equation (1) becomes

$$\sigma_m\left(1+\frac K{G_m}\right)=3Ke+\frac{KY}{3G_m}.$$

Multiplying by $G_m$ and dividing by $K+G_m$,

$$\boxed{\;\sigma_m=\frac{K\,(3G_m e+Y/3)}{K+G_m}\;},\qquad
\frac{d\sigma_m}{de}=\frac{3KG_m}{K+G_m}. \tag{3}$$

The slope does not contain $Y$. In this model the mean tension keeps rising with cooling, although the metal is flowing at constant $q$.

The flow itself stays limited. If the axial plastic strain is $\varepsilon_p$, each transverse one is $-\varepsilon_p/2$. The total strain difference $p/(2G_m)$ is then the elastic part $Y/(2G)$ plus $\tfrac32\varepsilon_p$, so

$$\varepsilon_p=\frac23\left(\frac{p}{2G_m}-\frac{Y}{2G}\right).$$

This grows with $p$, which confirms that the line continues to load plastically as it cools.

**Two limits of the confinement**

If $G_m\to\infty$, the wall cannot move. All three strains equal $e$, the deviator vanishes, and $\sigma_m=3Ke$. The metal never reaches yield, however large this tension becomes within the model.

If $G_m\to0$, there is no sideways support. Equation (3) then gives $\sigma_m\to Y/3$, the mean stress of a bar yielding in uniaxial tension. The cap returns because the confinement has gone.

**Numbers for a soft palladium line**

Take rough values for annealed palladium in a silica-like dielectric on silicon: $K=180\,000$, $G=45\,000$, $G_m=31\,000$ and $Y=100$ MPa. The line is about 1 µm wide and cools from 700 to 300 K. With expansions of $12\times10^{-6}$ and $3\times10^{-6}$ per K,

$$e=9\times10^{-6}\times400=0.0036,\qquad 3Ke=1944\ \text{MPa}.$$

Without yield, $p=1944/[1+195\,000/31\,000]=267$ MPa, $q=(45/31)p=387$ MPa and $\sigma_m=396$ MPa. Yield therefore intervenes, at $p=100\times31/45=69$ MPa, after about 103 K of cooling. At the end,

$$\sigma_m=\frac{180\,000}{211\,000}\,(334.8+33.3)=314\ \text{MPa}
=0.00196\ \text{eV/Å}^3 .$$

This is 3.1 times $Y$, while $q$ is still 100 MPa. A radial finite-element calculation of the line and its surroundings, which does not assume uniform stress in the line, also gives 314 MPa.

Plasticity does reduce the mean stress here, from 396 to 314 MPa. It slightly raises the radial tension, from 267 to 281 MPa: combining (1) and (2) gives $p(1+K/G_m)=3Ke-q/3$, so a smaller $q$ means a larger $p$. The plastic strain is only 0.23%.

Halving $Y$, with everything else fixed, lowers the mean stress to 300 MPa. Even complete relaxation of the deviator, $Y\to0$ in (3), leaves 286 MPa. For the same mismatch, a free film yields at an in-plane stress of 100 MPa and a mean stress of 67 MPa.

**What can limit the tension**

The result assumes that the metal stays sound and bonded. The wall must carry 281 MPa of radial tension, and the dielectric beside it has $q=\sqrt3\,p=486$ MPa. Debonding or cracking would invalidate the solution. Diffusion can also feed a void. If voids supply a volume fraction $f$, the bracket in (1) becomes $3e-f-p/G_m$, so relieving the mean tension takes $f$ close to $3e$, about 1%. Plastic strain left in the line can still hold some deviatoric stress.

A void also brings $Y$ back into the problem. Consider a spherical void in a large incompressible metal under remote hydrostatic tension $S$. It grows from radius $A$ to $a$, and a point moves from $R$ to $r$, with $r^3-R^3=a^3-A^3=c$. Let $\varepsilon=2\ln(r/R)$ be the equivalent strain and $T=\sigma_\theta-\sigma_r$. Equilibrium, $d\sigma_r/dr=2T/r$, with no traction on the void surface, gives

$$S=\int_a^\infty\frac{2T}{r}\,dr .$$

Incompressibility gives $c/r^3=1-e^{-3\varepsilon/2}$. Differentiating its logarithm yields $2\,dr/r=-d\varepsilon/(e^{3\varepsilon/2}-1)$. For unlimited growth, $\varepsilon$ runs from 0 far away to $\infty$ at the void, so

$$S=\int_0^\infty\frac{T(\varepsilon)\,d\varepsilon}{e^{3\varepsilon/2}-1}.$$

Up to $\varepsilon_y=Y/(3G)$ the metal is elastic, $T=3G\varepsilon$. The denominator is close to $3\varepsilon/2$ there, and this part contributes $2G\varepsilon_y=2Y/3$. Beyond it $T=Y$, which contributes $-\tfrac{2Y}{3}\ln(1-e^{-Y/2G})\approx\tfrac{2Y}{3}\ln(2G/Y)$ for $Y\ll G$. Thus

$$S\approx\frac{2Y}{3}\left[1+\ln\frac{2G}{Y}\right].$$

This gives about 520 MPa for $Y=100$ MPa and 283 MPa with $Y$ halved. The metal here is compressible ($K=4G$); allowing for that replaces $2G$ in the logarithm by $[1/(2G)+2/(3K)]^{-1}=67\,500$ MPa and lowers the two values to about 501 and 274 MPa. The first is above the 314 MPa present, the second below the 300 MPa then present. Without surface tension, a small void could then expand to many times its initial volume. In a confined line that growth uses up the volume mismatch and lowers the tension. The estimate is rough, because it takes the remote stress as purely hydrostatic while the line also carries $q=Y$. It marks the onset of unlimited growth; below $S$ a void can still grow plastically, but only by a limited amount. It also omits surface tension, which matters for small voids: for a rough surface energy of 2 J/m², $2\gamma/R$ equals 314 MPa at a radius of about 13 nm. It still equals the 26 MPa margin of the softer line at about 150 nm. Because $2\gamma/R$ falls as the void grows, surface tension in that line stops a void that starts below roughly 70 nm in radius, but not a larger one.

**How far to trust 314 MPa in a device**

Palladium is a model choice here, not the usual interconnect metal, and 100 MPa describes soft material. A narrow line can be much stronger. Above $Y=387$ MPa this line would stay elastic, with a mean stress of 396 MPa. Real lines are also not round. With the deviator relaxed, the round line's 286 MPa falls to 211 MPa for a 2:1 ellipse and 227 MPa for a rounded square. Two other changes, each made alone to the yielding round line, also matter: a stress-free outer surface at three line radii lowers 314 to 272 MPa, and giving the dielectric its own smaller expansion raises 314 to 376 MPa if the dielectric follows the silicon along the line but contracts freely across it. In a wide film held by the silicon in both in-plane directions, the film's compression squeezes the line's channel and cancels that rise. For a soft line in silica on silicon, about as wide as it is thick and buried at least its own thickness below the free surface, the number is therefore an estimate, uncertain by tens of per cent and more likely too high than too low. It does not carry over to other dielectrics: (3) gives 65 MPa, below $Y$, for a soft one with $G_m=3\,000$ MPa, and 670 MPa for a stiff one with $G_m=90\,000$ MPa. Just below a free surface the confinement is weaker and the mean stress can be far lower. Nor does the number apply to a line much wider than it is thick: there the confinement is weak across the thickness, and the mean stress falls towards the free-film value.

For your calculation, apply the yield limit to $q$ and obtain $\sigma_m$ from the volume balance. The numerical output below lists the remaining values.

## Computed values

```
INPUTS (rough typical values)
Metal bulk modulus K: 180000 MPa
Metal shear modulus G: 45000 MPa
Dielectric shear modulus Gm: 31000 MPa
Dielectric Poisson ratio: 0.17
Yield stress Y: 100.0 MPa
Metal expansion: 12.0 1e-6/K
Silicon and common outside expansion: 3.0 1e-6/K
Dielectric's own expansion: 0.5 1e-6/K
Start temperature: 700 K
End temperature: 300 K
Line radius: 500 nm
RESULTS
Linear mismatch e: 0.360 percent
Volume mismatch 3e: 1.080 percent
Cooling at yield onset: 103.3 K
Radial tension at yield onset: 68.9 MPa
Elastic line, radial tension: 266.7 MPa
Elastic line, mean stress: 395.7 MPa
Elastic line, q (yield needed to stay elastic): 387.1 MPa
Yielding line, mean stress (formula): 314.0 MPa
Yielding line, mean stress (finite elements): 314.0 MPa
Yielding line, mean stress: 0.001960 eV/angstrom^3
Yielding line, mean stress / Y: 3.14
Yielding line, q (finite elements): 100.0 MPa
Yielding line, radial tension: 280.7 MPa
Yielding line, axial tension: 380.7 MPa
Accumulated plastic strain: 0.228 percent
Mean-stress slope after yield: 79.34 GPa per unit e
Mean stress with Y halved: 299.8 MPa
Rigid confinement, mean stress: 1944.0 MPa
Free film, elastic in-plane stress: 729.0 MPa
Free film, yielded in-plane stress: 100.0 MPa
Free film, yielded mean stress: 66.7 MPa
Peak q in dielectric: 486.2 MPa
LIMITS AND NEGLECTED EFFECTS (mean stress unless stated)
Void expansion limit: 520.2 MPa
Void expansion limit with Y halved: 283.2 MPa
Assumed surface energy: 2.0 J/m^2
Void radius held by surface tension: 12.7 nm
Dielectric's own expansion included: 375.9 MPa
Hardening modulus tried: 2000 MPa
With hardening: 315.3 MPa
Yield rising from 0.2 Y to Y on cooling: 314.0 MPa
Deviator fully relaxed: 285.6 MPa
Metal shear modulus 26000 MPa: 314.0 MPa
Metal shear modulus 70000 MPa: 314.0 MPa
Free outer surface at 3 line radii: 271.8 MPa
2:1 ellipse, deviator relaxed: 210.9 MPa
Rounded square, deviator relaxed: 227.1 MPa
Change for 10 percent larger mismatch: 28.6 MPa
```
